# Why a dilute gas of point scatterers acts as a uniform potential

## What dimensions and symmetry fix

A particle of mass \(m\) and wavenumber \(k\) enters a gas of identical fixed point scatterers, placed independently and uniformly with number density \(n\). In any one arrangement its wave is irregular. We average the wave over all arrangements and call the result the mean wave, \(\langle\psi\rangle\).

After averaging, no point or direction inside a large gas is special. Inside the gas a plane wave therefore stays a plane wave and keeps its direction; at a surface crossed obliquely it is refracted. Its wavenumber can change, from \(k\) to some \(K\), possibly complex.

At low density each scatterer contributes separately, so \(K^2-k^2\) is proportional to \(n\). It is also proportional to the amplitude \(f\) of the wave that one scatterer emits. Now \(K^2-k^2\) has dimension 1/length², \(n\) has 1/length³, and \(f\) is a length. Since \(f\) already carries all the properties of the scatterer, the remaining factor could depend on \(k\) alone. It has no dimension, so it is a pure number:

\[
K^2=k^2+C\,n f .
\]

It remains to find \(C\), to see what the real and imaginary parts of \(f\) do, and to estimate what is neglected.

## One scatterer

The time factor is \(e^{-iEt/\hbar}\), so \(e^{ikr}/r\) is an outgoing wave. A point scatterer of scattering length \(a\) is defined by the condition that \(r\psi\) is proportional to \(r-a\) as \(r\to0\). It affects the spherically symmetric part of the incident wave, since the other parts vanish at the origin. For unit incident amplitude this part is

\[
\psi=\frac{\sin kr}{kr}+f\,\frac{e^{ikr}}{r},
\qquad
r\psi = f+(1+ikf)\,r+O(r^2).
\]

The condition requires the constant term divided by the slope to be \(-a\):

\[
\frac{f}{1+ikf}=-a
\;\Rightarrow\; f(1+ika)=-a
\;\Rightarrow\; f=-\frac{a}{1+ika}=\frac{-a+ika^2}{1+k^2a^2}.
\]

The scattered flux through a large sphere, divided by the incident flux density, is the cross section \(\sigma=4\pi|f|^2\). Since \(|f|^2=a^2/(1+k^2a^2)\), the imaginary part obeys

\[
\operatorname{Im}f=k|f|^2=\frac{k\sigma}{4\pi}. \tag{1}
\]

For \(k|a|\ll1\) the real part is of order \(a\) and the imaginary part of order \(ka^2\). For any \(k\), the imaginary part divided by the real part has magnitude \(k|a|\).

## Many scatterers, then the average

Let \(G(R)=e^{ikR}/R\), and let \(\psi_j\) be the wave that excites scatterer \(j\): the incident wave \(\psi_0\) plus the waves from all the others. The Foldy-Lax equations are

\[
\psi_i=\psi_0(\mathbf r_i)+f\sum_{j\ne i}G(|\mathbf r_i-\mathbf r_j|)\,\psi_j,
\qquad
\psi(\mathbf r)=\psi_0(\mathbf r)+f\sum_{j}G(|\mathbf r-\mathbf r_j|)\,\psi_j .
\]

Average the second equation over \(N\) positions in a volume \(\Omega\). For each \(j\), first hold \(\mathbf r_j=\mathbf r'\) and average over the others, then average over \(\mathbf r'\) with probability density \(1/\Omega\). The \(N\) equal terms give a factor \(N/\Omega=n\):

\[
\langle\psi(\mathbf r)\rangle=\psi_0(\mathbf r)+nf\int G(|\mathbf r-\mathbf r'|)\,\langle\psi_j\rangle_{\mathbf r_j=\mathbf r'}\,d^3r' .
\]

Nothing has been approximated yet, but the equation is not closed. The right side contains the mean wave exciting a scatterer known to be at \(\mathbf r'\), which is not the same as the mean wave at \(\mathbf r'\). Foldy's closure sets the two equal:

\[
\langle\psi(\mathbf r)\rangle=\psi_0(\mathbf r)+nf\int G(|\mathbf r-\mathbf r'|)\,\langle\psi(\mathbf r')\rangle\,d^3r' . \tag{2}
\]

This is more than single scattering: solving (2) by iteration produces chains of any number of scatterings.

**What the closure omits.** A scatterer held at \(\mathbf r'\) influences its neighbours, and they send part of its own wave back. In the simplest such process the wave travels to one neighbour at distance \(R\) and returns, which multiplies it by \(f^2G(R)^2\). Summed over neighbours, the relative change of the exciting wave is

\[
\epsilon=nf^2\int\frac{e^{2ikR}}{R^2}\,d^3R
=4\pi nf^2\int_0^\infty e^{2ikR}\,dR
=4\pi nf^2\,\frac{i}{2k}=\frac{2\pi i\,nf^2}{k}.
\]

The integral is defined with a weak damping factor \(e^{-\eta R}\): it equals \(1/(\eta-2ik)\), which tends to \(i/(2k)\) as \(\eta\to0\). The magnitude is

\[
|\epsilon|=\frac{2\pi n|f|^2}{k}=\frac{n\sigma}{2k}.
\]

This return is small when the mean free path \(1/(n\sigma)\) is much longer than \(1/k\). The estimate lets the wave travel with the free wavenumber \(k\), so it applies for \(4\pi n|f|\ll k^2\), where it is small automatically, since \(|\epsilon|=(4\pi n|f|/k^2)\,k|f|/2\). This is an estimate from one process, not a bound. Each passage between two scatterers carries a factor of size \(|f|/R\), so when they are within about \(|f|\) of each other, repeated exchange between them is not small. Such pairs are rare if \(n|f|^3\ll1\), which for small \(ka\) reads \(n|a|^3\ll1\). Since \(n|f|^3=|\epsilon|\,k|f|/(2\pi)\) and \(k|f|=k|a|/\sqrt{1+k^2a^2}\le1\), this holds whenever \(|\epsilon|\ll1\). Rare does not mean negligible beside \(\epsilon\). Summing all exchanges with one neighbour replaces \(f^2G^2\) in the integral by \(f^2G^2\,[1+fG\sin(kR)/(kR)]/(1-f^2G^2)\), and the added part has a magnitude of about \(0.5|\epsilon|\) at \(ka=0.3\) and \(1.7|\epsilon|\) at \(ka=-0.3\).

## The uniform potential

Away from \(R=0\), \(\nabla^2G=\frac1R\frac{d^2}{dR^2}(RG)=-k^2G\). Near \(R=0\), \(G\approx1/R\), whose gradient has flux \(-4\pi\) through a small sphere. Together,

\[
(\nabla^2+k^2)\,G=-4\pi\,\delta(\mathbf R).
\]

Apply \(\nabla^2+k^2\) to (2). The incident wave gives zero, and the delta function removes the integral:

\[
(\nabla^2+k^2)\langle\psi\rangle=-4\pi nf\langle\psi\rangle
\quad\Rightarrow\quad
K^2=k^2+4\pi nf . \tag{3}
\]

So \(C=4\pi\). In a uniform potential \(V\), Schrödinger's equation reads \((\nabla^2+k^2-2mV/\hbar^2)\psi=0\). Comparison gives

\[
V=-\frac{\hbar^2}{2m}\,4\pi nf=-\frac{2\pi\hbar^2}{m}\,nf
\;\xrightarrow{\;ka\to0\;}\;\frac{\hbar^2}{2m}\,4\pi na .
\]

This is the "potential \(4\pi na\)", in units of \(\hbar^2/2m\). The minus sign in \(V\) cancels the one in \(f\approx-a\), so positive \(a\) gives a positive mean potential. This does not mean that each scatterer repels: \(f\) has a pole at \(k=i/a\), so a point scatterer with \(a>0\), taken literally, is the short-range limit of an attractive well with a bound state at energy \(-\hbar^2/(2ma^2)\). The potential is real at lowest order in \(ka\). At the next order it has a negative imaginary part, which makes the mean wave decay.

## Contributions of the incident wave, the layers behind and the layers ahead

To see how separate points imitate a smooth medium, consider a thin sheet of them. With \(R^2=\rho^2+z^2\) at fixed \(z\), \(\rho\,d\rho=R\,dR\), and with weak damping at large \(R\)

\[
\int\frac{e^{ikR}}{R}\,d^2\rho=2\pi\int_{|z|}^\infty e^{ikR}\,dR=\frac{2\pi i}{k}\,e^{ik|z|} .
\]

On average the spherical waves from a sheet add up to plane waves leaving both faces. Let the gas fill \(z>0\), with incident wave \(e^{ikz}\). Equation (2) becomes

\[
\langle\psi(z)\rangle=e^{ikz}+\frac{2\pi i\,nf}{k}\int_0^\infty e^{ik|z-z'|}\langle\psi(z')\rangle\,dz' .
\]

Try \(\langle\psi\rangle=A\,e^{iKz}\) with \(\operatorname{Im}K>0\). The layers behind the point \(z\) (\(z'<z\)) and those ahead of it (\(z'>z\)) give

\[
\int_0^z e^{ik(z-z')}e^{iKz'}dz'=\frac{e^{iKz}-e^{ikz}}{i(K-k)},
\qquad
\int_z^\infty e^{ik(z'-z)}e^{iKz'}dz'=-\frac{e^{iKz}}{i(K+k)} .
\]

The terms in \(e^{iKz}\) and those in \(e^{ikz}\) must balance separately:

\[
1=\frac{2\pi nf}{k}\left[\frac1{K-k}-\frac1{K+k}\right]=\frac{4\pi nf}{K^2-k^2},
\qquad
0=1-\frac{2\pi nf}{k}\,\frac{A}{K-k}.
\]

The first condition is (3) again. In the second, substitute \(2\pi nf=(K^2-k^2)/2\) to find \(A=2k/(K+k)\). Each contribution now has a definite role.

- **The incident wave** is still present at every depth, but a part of the scattered wave cancels it.
- **The layers behind** supply the fraction \((K+k)/(2k)\) of the mean wave, which is close to 1.
- **The layers ahead** supply \(-(K-k)/(2k)\), which is small when \(4\pi n|f|\ll k^2\).

Without the layers ahead, the first condition would give \(K=k+2\pi nf/k\). Expanding (3) shows what they add:

\[
K=k\sqrt{1+\frac{4\pi nf}{k^2}}=k+\frac{2\pi nf}{k}-\frac{2\pi^2n^2f^2}{k^3}+\dots
\]

To first order in density, then, a layer \(dz\) multiplies the forward wave by \(1+2\pi i\,nf\,dz/k\), apart from the free phase \(k\,dz\). The real part of \(f\) shifts the phase and gives the refractive index \(1+2\pi n\operatorname{Re}f/k^2\). The imaginary part reduces the amplitude.

## Attenuation, and where the flux goes

The intensity \(|\langle\psi\rangle|^2\) decays as \(e^{-2\operatorname{Im}K\,z}\). Taking the imaginary part of (3) and using (1),

\[
2\operatorname{Re}K\,\operatorname{Im}K=4\pi n\operatorname{Im}f=n\sigma k
\quad\Rightarrow\quad
2\operatorname{Im}K=n\sigma\,\frac{k}{\operatorname{Re}K}=n\sigma+O(n^2).
\]

The scatterers absorb nothing, as can be shown for any fixed arrangement. Let \(s_j=f\psi_j\), let \(r_{ij}\) be the distance between scatterers \(i\) and \(j\), and let the incident wave be \(e^{ikz}\). The far amplitude in direction \(\hat u\) is \(F(\hat u)=\sum_js_je^{-ik\hat u\cdot\mathbf r_j}\). The angular average of \(e^{ik\hat u\cdot\mathbf R}\) is \(\sin(kR)/(kR)\), so

\[
\int|F|^2d\Omega_u=4\pi\Big[\sum_i|s_i|^2+\sum_{i\ne j}s_is_j^*\,\frac{\sin kr_{ij}}{kr_{ij}}\Big].
\]

The Foldy-Lax equations give \(e^{ikz_i}=s_i/f-\sum_{j\ne i}G(r_{ij})s_j\). Insert the complex conjugate into the forward amplitude:

\[
F(\hat z)=\sum_is_ie^{-ikz_i}=\sum_i\frac{|s_i|^2}{f^*}-\sum_{i\ne j}s_is_j^*\,G^*(r_{ij}).
\]

By (1), \(\operatorname{Im}(1/f^*)=\operatorname{Im}f/|f|^2=k\). In the double sum, the terms \((i,j)\) and \((j,i)\) combine to a real factor times \(G^*\), and \(\operatorname{Im}G^*=-\sin(kr_{ij})/r_{ij}\). Therefore

\[
\int|F|^2d\Omega_u=\frac{4\pi}{k}\operatorname{Im}F(\hat z).
\]

The right side is the flux removed from the incident beam by interference in the forward direction. The left side is the total scattered flux. They are equal, so nothing is lost.

Now write \(F=\langle F\rangle+\delta F\). Then \(\langle|F|^2\rangle=|\langle F\rangle|^2+\langle|\delta F|^2\rangle\), because \(\langle\delta F\rangle=0\). The last term is flux in waves whose phases vary from one arrangement to the next. They average to zero in \(\langle\psi\rangle\) but still carry particles. The rate \(n\sigma\) therefore describes loss of coherence, and \(|\langle\psi\rangle|^2\) is not the full mean density \(\langle|\psi|^2\rangle\).

## Weighing the contributions in numbers

Take an electron with \(k=1\ \text{nm}^{-1}\) in a model gas with \(a=0.3\) nm and \(n=0.02\ \text{nm}^{-3}\). Then \(\hbar^2/2m=38.10\ \text{meV nm}^2\), and the kinetic energy is 38.10 meV.

**Potential.** At lowest order, \(4\pi na=0.0754\ \text{nm}^{-2}\), so \(V\approx38.10\times0.0754=2.87\) meV. With \(f=(-0.275+0.083i)\) nm, \(V=(2.64-0.79i)\) meV. The real part is lower by the factor \(1/(1+k^2a^2)=1/1.09\).

**Index.** Equation (3) gives \(\operatorname{Re}K/k=0.9649\), and the first-order formula gives 0.9654. The layers ahead thus change the index by about 0.0006, out of a total shift of 0.035.

**Attenuation.** With \(\sigma=1.038\ \text{nm}^2\), \(n\sigma=0.02\times1.038=0.0208\ \text{nm}^{-1}\), a mean free path of 48 nm. Over 50 nm the intensity of the mean wave, \(|\langle\psi\rangle|^2\), falls by the factor \(e^{-0.0208\times50}\approx0.35\) to first order in density; the rate from (3) gives 0.34.

**Neglected returns.** The estimate is \(n\sigma/(2k)=0.010\), relative to the exciting wave.

The numerical check tests these statements without assuming the closure. It solves the Foldy-Lax equations for 600 random balls of 200 scatterers and averages the wave at independent probe points. It then finds the \(K\) of a uniform ball that has the same average. The result is \(K=(0.9648+0.0104i)\ \text{nm}^{-1}\), with a statistical error of \(0.0001\ \text{nm}^{-1}\); equation (3) gives \((0.9649+0.0108i)\ \text{nm}^{-1}\). The difference is 1% of \(|K-k|\), the size expected from neglected returns. The mean waves at scatterers and at probe points differ by 0.007 of the incident amplitude, again of the expected order. A smaller part of this gap is not due to returns: a scatterer is excited by 199 others, a probe point by all 200.

One detail deserves attention. The simulated \(2\operatorname{Im}K\) is \(1.00\,n\sigma\), with a sampling error of at most about 0.7% (the error found for the complex \(K\) covers its real and imaginary parts together), whereas (3) gives \(1.04\,n\sigma\). The simulated value refers to a finite ball with a fixed number of scatterers. Summing all exchanges with one neighbour in an infinite gas gives \(1.01\,n\sigma\), so the last digit is uncertain by about one unit beyond the sampling error. The excess in (3) is of second order in density, where the closure is already incomplete. For small \(ka\) it is

\[
n\sigma\Big(\frac{k}{\operatorname{Re}K}-1\Big)\approx4\pi na^2\cdot\frac{2\pi na}{k^2}=\frac{8\pi^2n^2a^3}{k^2}.
\]

Including the return process replaces \(f\) by \(f(1+\epsilon)\) in (3). This adds \(8\pi^2i\,n^2f^3/k\approx-8\pi^2i\,n^2a^3/k\) to \(K^2\), and hence \(-8\pi^2n^2a^3/k^2\) to \(2\operatorname{Im}K\). The two corrections cancel at leading order in \(ka\). At \(ka=0.3\) the single return lowers the rate from \(1.036\,n\sigma\) to \(1.013\,n\sigma\), and repeated exchange with the same neighbour changes this only to \(1.011\,n\sigma\). The cancellation thus accounts for most of the excess but is not complete at this \(ka\). What the derivation establishes is the rate \(n\sigma\) to first order in density. The factor \(k/\operatorname{Re}K\) is one second-order term among several, and the agreement with \(1.00\,n\sigma\) is shown for this one case. The cancellation is not general: at \(ka=1\), \(f=a(-1+i)/2\) and \(\operatorname{Re}f^3=a^3/4>0\), so the single return adds to the excess instead of removing it. Repeated exchange is of comparable size there and roughly offsets the single return, which leaves an excess close to that of (3). Neither \(n\sigma\) nor \(n\sigma k/\operatorname{Re}K\) can be relied on at second order in density.

## Limits and failure

As \(ka\to0\), the phase effect survives longer than the attenuation: the first is proportional to \(a\), the second to \(a^2\). The simulated \((k^2-\operatorname{Re}K^2)/(4\pi na)\) is 0.92 for \(a=0.3\) nm and 0.99 for \(a=0.1\) nm, approaching the real potential \(4\pi na\).

The derivation, or its first-order form, fails in these cases:

- **Mean free path comparable with \(1/k\).** The estimate \(n\sigma/(2k)\) then no longer shows that returning waves are small. At fixed \(n\) and \(a\) it grows as \(k\) falls, so the argument as given does not cover \(k\to0\). This is a limit of the estimate, not necessarily of (3). For small \(ka\) the case implies \(4\pi n|a|\gg k^2\), the return travels with \(K\) instead of \(k\), and its size is of order \(|Ka|\approx\sqrt{4\pi n|a|^3}\). For \(a=0.05\) nm, \(n=1\ \text{nm}^{-3}\) and \(k=0.003\ \text{nm}^{-1}\) the estimate is 5, yet the exciting wave differs from the mean wave by only about 4%, and (3) gives \(|K|\) to about 2%.
- **\(4\pi n|f|\) comparable with \(k^2\).** The first-order index and the rate \(n\sigma\) no longer follow from (3), and the attenuation given by (3) is itself unreliable even when \(n\sigma/(2k)\) is small, because for small \(ka\) the return changes \(\operatorname{Im}f\) by a relative amount of order \(2\pi n|a|/k^2\). Away from \(K\approx0\) the real part of \(K\) can remain good. For \(ka=-0.1\) and \(4\pi n|a|=k^2\), balls of 400 scatterers give \(\operatorname{Re}K=1.40\,k\) against \(1.41\,k\) from (3), but \(2\operatorname{Im}K=(1.05\pm0.05)\,n\sigma\) against \(0.71\,n\sigma\). The amplitude reflected at the surface is \(A-1=(k-K)/(k+K)\). For positive \(a\) and small \(ka\), \(K\) approaches zero and reflection becomes strong; for negative \(a\) and small \(ka\), \(4\pi n|f|=k^2\) gives \(K\approx\sqrt2\,k\) and a reflected intensity of about 3%.
- **\(n|f|^3\) not small** (\(n|a|^3\) for small \(ka\)), in which case the first condition fails as well. Close pairs then scatter as units rather than as two separate points.
- **Correlated positions.** If the scatterers avoid each other or cluster, holding one fixed changes the density around it. The exciting wave then differs from the mean wave even without returns.

## Table of computed values

```
wavenumber k = 1.000 nm^-1
scattering length a = 0.300 nm
density n = 0.020 nm^-3 = 2.00e+25 m^-3
hbar^2/2m = 38.0998 meV nm^2
kinetic energy = 38.100 meV
amplitude f = -0.27523 +0.08257 i nm
cross section sigma = 1.03759 nm^2
n a^3 = 5.40e-04
4 pi n |f| / k^2 = 0.07222
4 pi n a = 0.07540 nm^-2
low-energy potential 2 pi hbar^2 n a/m = 2.8727 meV
potential V = 2.6355 -0.7906 i meV
formula K = 0.96485 +0.01075 i nm^-1
index Re K/k = 0.96485
first-order index = 0.96541
n sigma = 0.02075 nm^-1
formula 2 Im K = 0.02151 nm^-1
mean free path 1/(n sigma) = 48.19 nm
neglected return, n sigma/(2k) = 0.01038
slab thickness = 50.0 nm
slab K from grid = 0.96485 +0.01075 i nm^-1
slab mean-wave transmission = 0.3410
exp(-n sigma L) = 0.3543
slab decay exponent / (n sigma L) = 1.0370
one arrangement, flux over angles = 344.2634 nm^2
one arrangement, flux from forward = 344.2634 nm^2
ball: 200 scatterers, radius = 13.365 nm
random arrangements = 600, small-a run = 200
simulated K = 0.96482 +0.01038 i nm^-1
statistical error of K = 0.00007 nm^-1
simulated 2 Im K = 0.02075 nm^-1
simulated 2 Im K / (n sigma) = 1.000
|K_sim - K|/|K - k| = 0.0103
mean wave factor at probes = 0.8186-0.2784j
mean wave factor at scatterers = 0.8211-0.2714j
closure gap = 0.0074, error 0.0008
a = 0.3 nm: (k^2 - Re K_sim^2)/(4 pi n a) = 0.918
a = 0.1 nm: same ratio = 0.993
small-a statistical error of K = 0.00004 nm^-1
```
